# Why Fourier Phases Matter for Nearly Free Electrons at K: test program

```python
"""Phase dependence of nearly-free-electron levels on a triangular lattice.

Result under test: three degenerate plane waves at the zone corner K, coupled by
Fourier components |V| exp(i theta_i) whose wave vectors G_i sum to zero, have
    E_j = E0 + 2 |V| cos(Phi/3 + 2 pi j/3),   Phi = theta_1 + theta_2 + theta_3.
E0 is the free energy at K; Phi does not depend on the origin.
The reference is a many-plane-wave diagonalization of a potential that is defined
on a real-space grid and Fourier analysed numerically.
Energies are in eV, lengths in angstrom, the mass in electron masses.
"""
import numpy as np
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# Rough typical values for a patterned Cu(111) surface electron gas
A_LAT = 20.0          # lattice constant, angstrom
MASS = 0.4            # effective mass, electron masses
V_ABS = 0.04          # first-shell Fourier magnitude, eV
LINEWIDTH = 0.02      # rough lifetime width, eV
BAND_DEPTH = 0.45     # rough depth of the band bottom below the Fermi level, eV
TEMPERATURE = 4.0     # K

K_LEN = 4 * np.pi / (3 * A_LAT)
angles = 2 * np.pi * np.arange(3) / 3
STAR = K_LEN * np.column_stack([np.cos(angles), np.sin(angles)])
B = np.array([STAR[1] - STAR[0], STAR[2] - STAR[1]])   # reciprocal basis
M_POINT = B[0] / 2
FIRST = [(1, 0), (0, 1), (-1, -1)]       # three vectors that sum to zero
SECOND = [(1, -1), (1, 2), (-2, -1)]     # next shell, opposite vectors implied
NG = 48
S1, S2 = np.meshgrid(np.arange(NG) / NG, np.arange(NG) / NG, indexing="ij")
INTS = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)])


def kinetic(q_squared, mass=MASS):
    return HARTREE * BOHR**2 * q_squared / (2 * mass)


E0 = kinetic(K_LEN**2)
E_M = kinetic(M_POINT @ M_POINT)


def wave_sum(vectors, mags, phases, shift=(0.0, 0.0)):
    """Real potential on the cell grid, evaluated at position r + shift."""
    total = np.zeros((NG, NG))
    for (n1, n2), mag, theta in zip(vectors, mags, phases):
        arg = 2 * np.pi * (n1 * (S1 + shift[0]) + n2 * (S2 + shift[1]))
        total += 2 * mag * np.cos(arg + theta)
    return total


def fourier(v_grid):
    return np.fft.fft2(v_grid) / NG**2


def triplet_phase(coef):
    return np.angle(coef[1, 0] * coef[0, 1] * coef[-1, -1])


def solve(coef, k_vec, cutoff=6.0, mass=MASS):
    """All plane waves with |k+G| < cutoff*K: energies, vectors, integers."""
    q = k_vec + INTS @ B
    q2 = np.sum(q**2, axis=1)
    keep = q2 < (cutoff * K_LEN)**2
    n = INTS[keep]
    d = n[:, None, :] - n[None, :, :]
    ham = coef[d[..., 0] % NG, d[..., 1] % NG].astype(complex)
    ham = ham + np.diag(kinetic(q2[keep], mass))
    energies, vectors = np.linalg.eigh(ham)
    return energies, vectors, n


def k_levels(coef, cutoff=6.0, mass=MASS):
    return solve(coef, STAR[0], cutoff, mass)[0][:3]


def law(v, phase):
    return np.sort(E0 + 2 * v * np.cos(phase / 3 + angles))


def law_second(v, phase):
    x = phase / 3 + angles
    return np.sort(E0 + 2 * v * np.cos(x) - v**2 / E0
                   - 2 * v**2 / (3 * E0) * np.cos(2 * x))


def m_gap(coef):
    levels = solve(coef, M_POINT)[0]
    return levels[1] - levels[0]


def band_separation(coef, mesh):
    """Bottom of band 2 minus top of band 1 over the whole zone."""
    top, bottom = -np.inf, np.inf
    for i in range(mesh):
        for j in range(mesh):
            k_vec = (i * B[0] + j * B[1]) / mesh
            levels = solve(coef, k_vec, cutoff=4.0)[0]
            top, bottom = max(top, levels[0]), min(bottom, levels[1])
    return bottom - top


# --- K levels, first and second order, for arbitrary individual phases ---
rng = np.random.default_rng(5)
test_phases = [0.0, 0.5, 1.2, np.pi / 2, 2.2, np.pi]
residual = []
for v in (0.01 * E0, 0.005 * E0):
    worst = 0.0
    for phase in test_phases:
        t1, t2 = rng.uniform(-3, 3, 2)
        c = fourier(wave_sum(FIRST, [v] * 3, [t1, t2, phase - t1 - t2]))
        full = k_levels(c)
        assert np.max(abs(full - law(v, phase))) < 2 * v**2 / E0
        worst = max(worst, np.max(abs(full - law_second(v, phase))))
        low = 2 * np.sqrt(3) * v * np.sin(phase / 3)
        high = 2 * np.sqrt(3) * v * np.sin(np.pi / 3 - phase / 3)
        assert np.allclose(np.diff(full), [low, high], rtol=0, atol=2 * v**2 / E0)
        # the opposite corner has the same levels
        assert np.allclose(full, solve(c, -STAR[0])[0][:3], atol=1e-10)
        # the M gap feels the phase one order later
        gap_law = 2 * v * (1 - v * np.cos(phase) / E_M)
        assert abs(m_gap(c) - gap_law) < 10 * v**3 / E_M**2
    assert worst < 10 * v**3 / E0**2
    residual.append(worst)
residual_ratio = residual[0] / residual[1]
assert 6.5 < residual_ratio < 9.5        # the error left over is cubic in |V|

# --- moving the origin changes each phase but not their sum or the spectrum ---
thetas = [0.3, -0.8, 1.9]
c_old = fourier(wave_sum(FIRST, [V_ABS] * 3, thetas))
c_new = fourier(wave_sum(FIRST, [V_ABS] * 3, thetas, shift=(0.137, 0.291)))
single_change = [np.angle(c_new[g] / c_old[g]) for g in FIRST]
sum_change = np.angle(np.exp(1j * (triplet_phase(c_new) - triplet_phase(c_old))))
assert min(abs(np.array(single_change))) > 0.1 and abs(sum_change) < 1e-10
k_general = 0.21 * B[0] + 0.34 * B[1]
assert np.allclose(solve(c_old, k_general)[0], solve(c_new, k_general)[0], atol=1e-10)

# --- unequal magnitudes: trigonometric solution of the cubic ---
v_small = 1e-3 * E0
mags = v_small * np.array([1.0, 0.6, 1.4])
c = fourier(wave_sum(FIRST, mags, thetas))
s_rms = np.sqrt(np.sum(mags**2) / 3)
alpha = np.arccos(np.prod(mags) * np.cos(sum(thetas)) / s_rms**3) / 3
cubic = np.sort(E0 + 2 * s_rms * np.cos(alpha + angles))
assert np.max(abs(k_levels(c) - cubic)) < 5 * v_small**2 / E0

# --- each state sits on one threefold point and feels a third of V there ---
v_grid = wave_sum(FIRST, [v_small] * 3, [np.pi / 6] * 3)
energies, vectors, n = solve(fourier(v_grid), STAR[0])
site_values = np.array([v_grid[j * NG // 3, j * NG // 3] for j in range(3)])
peak_densities = []
for state in range(3):
    density = np.array([abs(np.sum(vectors[:, state]
                        * np.exp(2j * np.pi * n.sum(axis=1) * j / 3)))**2
                        for j in range(3)])
    site = int(np.argmax(density))
    peak_densities.append(density[site])
    assert abs(density[site] - 3) < 0.02
    assert np.sum(density) - density[site] < 0.02
    assert abs(energies[state] - E0 - site_values[site] / 3) < 2 * v_small**2 / E0


# --- worked example: patterns with equal first-shell magnitudes ---
def pattern(strengths, with_second):
    """Scatterers of given relative strengths on the three threefold points."""
    total = np.zeros((NG, NG))
    for s, strength in enumerate(strengths):
        move = (-s / 3, -s / 3)
        total += strength * wave_sum(FIRST, [V_ABS] * 3, [0] * 3, move)
        if with_second:
            total += strength * wave_sum(SECOND, [V_ABS] * 3, [0] * 3, move)
    return fourier(total)


def show(values):
    return "  ".join(f"{x:.4f}" for x in values)


print(f"lattice constant: {A_LAT:.1f} angstrom; mass: {MASS:.2f} m_e")
print(f"|V| first shell: {V_ABS:.3f} eV")
print(f"K length: {K_LEN:.4f} 1/angstrom")
print(f"E_0 at K: {E0:.4f} eV = {E0 / HARTREE:.5f} hartree")
print(f"E_M free energy at M: {E_M:.4f} eV")
print(f"E_0 relative to Fermi level (rough): {E0 - BAND_DEPTH:.3f} eV")
print(f"error ratio on halving |V| (cubic law: 8): {residual_ratio:.2f}")
print("origin shift, change of single phases:",
      "  ".join(f"{x:.3f}" for x in single_change), "rad")
print(f"origin shift, change of Phi below 1e-10 rad: {abs(sum_change) < 1e-10}")
print("peak densities at threefold points (mean 1):",
      "  ".join(f"{x:.3f}" for x in peak_densities))

ratio = 2 / np.sqrt(3)
patterns = [("one scatterer", (1, 0, 0)),
            ("two unequal", (ratio, 0, ratio / 2)),
            ("two equal", (1, 1, 0))]
cutoff_shift = mesh_shift = 0.0
for name, strengths in patterns:
    c1, c2 = pattern(strengths, False), pattern(strengths, True)
    first_mags = np.array([abs(c1[g]) for g in FIRST])
    assert np.allclose(first_mags, V_ABS, atol=1e-12)
    phase = abs(triplet_phase(c1))
    full, shell = k_levels(c1), k_levels(c2)
    for c, levels in ((c1, full), (c2, shell)):
        cutoff_shift = max(cutoff_shift, np.max(abs(k_levels(c, 8.0) - levels)))
    if name == "one scatterer":
        assert full[1] - full[0] < 1e-9 and shell[1] - shell[0] < 1e-9
    if name == "two equal":
        assert full[2] - full[1] < 1e-9 and shell[2] - shell[1] < 1e-9
    separation = band_separation(c1, 30)
    mesh_shift = max(mesh_shift, abs(separation - band_separation(c1, 18)))
    print(f"[{name}] strengths:", "  ".join(f"{x:.3f}" for x in strengths))
    print(f"  Phi: {np.degrees(phase):.1f} deg; |V_G|: {first_mags[0]:.4f} eV")
    print("  K levels, first order (eV):", show(law(V_ABS, phase)))
    print("  K levels, second order (eV):", show(law_second(V_ABS, phase)))
    print("  K levels, full (eV):", show(full))
    print("  K splittings, full (eV):", show(np.diff(full)))
    print("  K levels with second shell (eV):", show(shell))
    print(f"  M gap, formula: {2*V_ABS*(1-V_ABS*np.cos(phase)/E_M):.4f} eV;"
          f" full: {m_gap(c1):.4f} eV")
    print(f"  band 2 bottom - band 1 top: {separation:.4f} eV")
    print(f"  same with second shell: {band_separation(c2, 30):.4f} eV")

assert cutoff_shift < 1e-4
c_last = pattern((1, 1, 0), False)
heavy = k_levels(c_last, mass=1.1 * MASS)
base = k_levels(c_last)
print(f"largest K-level shift, cutoff 6K to 8K: {cutoff_shift:.1e} eV")
print(f"largest separation shift, mesh 18 to 30: {mesh_shift:.1e} eV")
print(f"lifetime width (rough input): {LINEWIDTH:.3f} eV")
kt = k_boltzmann * TEMPERATURE / e_charge
print(f"thermal width 3.5 kT at {TEMPERATURE:.0f} K: {3.5 * kt:.5f} eV")
print(f"mass +10 %: change of E_0: {kinetic(K_LEN**2, 1.1*MASS) - E0:.4f} eV")
print("mass +10 %: change of two-equal K splitting: "
      f"{(heavy[1] - heavy[0]) - (base[1] - base[0]):.5f} eV")
print("success")
```

Running it gives:

```
lattice constant: 20.0 angstrom; mass: 0.40 m_e
|V| first shell: 0.040 eV
K length: 0.2094 1/angstrom
E_0 at K: 0.4178 eV = 0.01535 hartree
E_M free energy at M: 0.3134 eV
E_0 relative to Fermi level (rough): -0.032 eV
error ratio on halving |V| (cubic law: 8): 8.02
origin shift, change of single phases: 0.861  1.828  -2.689 rad
origin shift, change of Phi below 1e-10 rad: True
peak densities at threefold points (mean 1): 3.005  3.000  2.995
[one scatterer] strengths: 1.000  0.000  0.000
  Phi: 0.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3778  0.3778  0.4978
  K levels, second order (eV): 0.3753  0.3753  0.4914
  K levels, full (eV): 0.3754  0.3754  0.4913
  K splittings, full (eV): 0.0000  0.1159
  K levels with second shell (eV): 0.3757  0.3757  0.4808
  M gap, formula: 0.0698 eV; full: 0.0696 eV
  band 2 bottom - band 1 top: -0.0346 eV
  same with second shell: -0.0397 eV
[two unequal] strengths: 1.155  0.000  0.577
  Phi: 90.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3485  0.4178  0.4871
  K levels, second order (eV): 0.3434  0.4165  0.4820
  K levels, full (eV): 0.3436  0.4165  0.4818
  K splittings, full (eV): 0.0729  0.0653
  K levels with second shell (eV): 0.3447  0.4066  0.4617
  M gap, formula: 0.0800 eV; full: 0.0803 eV
  band 2 bottom - band 1 top: 0.0026 eV
  same with second shell: -0.0122 eV
[two equal] strengths: 1.000  1.000  0.000
  Phi: 180.0 deg; |V_G|: 0.0400 eV
  K levels, first order (eV): 0.3378  0.4578  0.4578
  K levels, second order (eV): 0.3314  0.4553  0.4553
  K levels, full (eV): 0.3316  0.4551  0.4551
  K splittings, full (eV): 0.1235  0.0000
  K levels with second shell (eV): 0.3331  0.4353  0.4353
  M gap, formula: 0.0902 eV; full: 0.0898 eV
  band 2 bottom - band 1 top: 0.0193 eV
  same with second shell: -0.0008 eV
largest K-level shift, cutoff 6K to 8K: 8.8e-07 eV
largest separation shift, mesh 18 to 30: 3.6e-15 eV
lifetime width (rough input): 0.020 eV
thermal width 3.5 kT at 4 K: 0.00121 eV
mass +10 %: change of E_0: -0.0380 eV
mass +10 %: change of two-equal K splitting: 0.00031 eV
success
```
